# Why norm conservation makes pseudopotentials transferable to first order in energy

## 1. What dimensions and scaling allow

An atom's interior, inside a sphere of radius $r_c$, acts on the wave outside through the logarithmic derivative at the sphere. For a radial wave $u(r)=rR(r)$ of angular momentum $l$, define

$$L(E)=\frac{u'(r_c)}{u(r_c)},\qquad u(r_c)\neq0 .$$

How does $L$ respond to a small change of energy? $L$ is an inverse length, and the Schrödinger equation contains $E$ only as $mE/\hbar^2$, an inverse length squared. To first order, the contributions from different radii add, so

$$dL=\frac{m\,dE}{\hbar^2}\int_0^{r_c}K(r)\,dr$$

with a dimensionless $K$. Since $L$ is unchanged when $u$ is multiplied by a constant, so is $K$. A ratio such as $u(r)^2/u(r_c)^2$ meets both demands. They do not single it out, nor do they give its coefficient; the radial equation does both.

The result, in Hartree atomic units ($\hbar=m=1$), is

$$\boxed{\frac{dL}{dE}=-2N,\qquad N=\frac{\int_0^{r_c}u^2\,dr}{u(r_c)^2}}$$

The slope is thus minus twice the enclosed norm of a wave scaled to $u(r_c)=1$. Without that scaling, the division by $u(r_c)^2$ must be kept. Using $R'/R=L-1/r_c$ instead of $L$ changes nothing, because $1/r_c$ does not depend on energy.

## 2. First contribution: the interior

Let the potential $V(r)$ be real, local within the channel, independent of energy, and no more singular than $1/r$ at the origin. The regular solution, $u\sim r^{l+1}$, obeys

$$u''=\left[\frac{l(l+1)}{r^2}+2V-2E\right]u .$$

Take solutions $u_1,u_2$ at energies $E_1,E_2$ and form $W=u_1u_2'-u_1'u_2$. The terms $u_1'u_2'$ cancel in its derivative:

$$W'=u_1u_2''-u_1''u_2=(-2E_2+2E_1)\,u_1u_2 .$$

The centrifugal term and $V$ have dropped out because they are the same for both waves. At the origin $W=0$, since both of its terms vanish as $r^{2l+1}$. At $r_c$, $W=u_1u_2(L_2-L_1)$. Integrating and dividing by $-u_1(r_c)u_2(r_c)$ gives

$$L_1-L_2=-2(E_1-E_2)\frac{\int_0^{r_c}u_1u_2\,dr}{u_1(r_c)u_2(r_c)} .$$

This holds at any energy separation for which neither wave vanishes at $r_c$. Dividing by $E_1-E_2$ and letting $E_2\to E_1$ gives the boxed result.

The sign has a simple meaning: a higher energy lowers $u''/u$ at every radius, so the wave bends more towards the axis, or less away from it, and $L$ falls. The effect accumulates in proportion to $u^2$, so the norm measures how strongly the interior responds.

If $V$ depended on energy, $W'$ would gain the term $2(V_2-V_1)u_1u_2$, and the same limit would give

$$\frac{dL}{dE}=-2\int_0^{r_c}\left(1-\frac{\partial V}{\partial E}\right)\frac{u^2}{u(r_c)^2}\,dr .$$

Equal norms would then no longer guarantee equal slopes.

## 3. Second contribution: the exterior

Let a pseudopotential (ps) equal the true potential (ae, all-electron) for $r\ge r_c$, and let this common tail fall off at least as fast as $1/r^s$ for some $s>1$. At energy $E=k^2/2>0$, scale each wave to unit asymptotic amplitude:

$$f\to\sin(\theta+\delta),\qquad \theta=kr-\tfrac{l\pi}{2}.$$

Outside $r_c$ both waves obey the same equation at the same energy, so $f_{ae}f_{ps}'-f_{ae}'f_{ps}$ is constant there. At large $r$ it equals

$$k[\sin(\theta+\delta_{ae})\cos(\theta+\delta_{ps})-\cos(\theta+\delta_{ae})\sin(\theta+\delta_{ps})]=k\sin(\delta_{ae}-\delta_{ps}).$$

At $r_c$ it equals $f_{ae}f_{ps}(L_{ps}-L_{ae})$. Therefore

$$\sin(\delta_{ps}-\delta_{ae})=\frac{f_{ae}(r_c)f_{ps}(r_c)}{k}\,(L_{ae}-L_{ps}).$$

The exterior thus converts an error in $L$ into a phase error. Equal $L$ means equal phase shifts modulo $\pi$, which is all that scattering requires: adding $\pi$ to $\delta$ only reverses the sign of the wave.

## 4. The two combined

Let $L_{ps}=L_{ae}$ at a reference energy $E_0>0$. With matching signs, the two exterior waves coincide there; call their common value $f(r_c)$. Let $\Delta$ be the phase error modulo $\pi$, chosen so that $\Delta(E_0)=0$. Differentiate the last equation at $E_0$. On the left $\cos\Delta=1$. On the right, the derivative of the prefactor multiplies $L_{ae}-L_{ps}=0$. What remains is

$$\left.\frac{d\Delta}{dE}\right|_{E_0}=\frac{f(r_c)^2}{k}(-2N_{ae}+2N_{ps})=\frac{2f(r_c)^2}{k}(N_{ps}-N_{ae}).$$

Since $f(r_c)\ne0$, the linear error vanishes if and only if the norms agree. Too little norm makes $L_{ps}$ fall too slowly with energy; too much makes it fall too fast.

## 5. Third contribution: what the norm leaves behind

Let $\varepsilon=E-E_0$. Differentiating $dL/dE=-2N$ once more gives $d^2L/dE^2=-2\,dN/dE$. With equal norms, the first surviving term of the expansion is

$$L_{ae}-L_{ps}\simeq\tfrac12\left(-2\frac{dN_{ae}}{dE}+2\frac{dN_{ps}}{dE}\right)\varepsilon^2,$$

and hence

$$\Delta\simeq\frac{f(r_c)^2}{k}\left(\frac{dN_{ps}}{dE}-\frac{dN_{ae}}{dE}\right)\varepsilon^2 .$$

Matching $N$ at one energy does not match its energy derivative, so the error is in general quadratic.

## 6. The norm can be set independently

Write $u_{ps}=r^{l+1}e^{p(r)}$ inside $r_c$, with $x=r/r_c$, $y=x^2-1$ and

$$p=a_0+a_1y+a_2y^2+t(1-x^2)^3 .$$

The last term has a triple zero at $x=1$, so it affects neither the value, the slope nor the curvature there. Choose $a_0$, $a_1$ and $a_2$ so that $u_{ps}$ has the value, slope and curvature of the true wave at $E_0$, with the sign of that wave taken positive at $r_c$. They enter through

$$p(r_c)=a_0,\qquad p'(r_c)=\frac{2a_1}{r_c},\qquad p''(r_c)=\frac{2a_1+8a_2}{r_c^2}.$$

The norm is governed by $t$. At fixed $u_{ps}(r_c)$,

$$\frac{dN_{ps}}{dt}=\int_0^{r_c}2(1-x^2)^3\,\frac{u_{ps}^2}{u_{ps}(r_c)^2}\,dr>0 .$$

$N_{ps}$ runs from zero to infinity as $t$ runs from $-\infty$ to $\infty$, so exactly one $t$ gives the required norm.

To find the potential, start from $u'/u=(l+1)/r+p'$. Then

$$\frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2=\frac{l(l+1)}{r^2}+\frac{2(l+1)p'}{r}+p''+p'^2 ,$$

and the radial equation gives

$$V_{ps}=E_0+\frac{(l+1)p'}{r}+\frac{p''+p'^2}{2}.$$

This is finite at the origin because $p$ is even in $r$. It is continuous at $r_c$ because $u''/u$ is matched there. The wave has no node for $0<r\le r_c$, whatever the true wave does.

## 7. Weighing the contributions

Take the model $V=-(Z/r)e^{-r/a}$ with $Z=5$, $a=1$ bohr, $r_c=1.2$ bohr and $E_0=0.5$ hartree, so that $k=1$ bohr$^{-1}$. For $l=0$ the true wave has one node inside $r_c$.

**Interior.** The norm is $N_{ae}=0.6205$ bohr, so $dL/dE=-2(0.6205)=-1.2410$ atomic units, in agreement with numerical differentiation of $L$.

**Exterior.** Here $f(r_c)^2=0.4130$. A pseudopotential with 0.8 of the true norm has $N_{ps}-N_{ae}=-0.2(0.6205)=-0.1241$ bohr. The phase-error slope is therefore

$$2(0.4130)(-0.1241)=-0.1025\ \text{rad/hartree},$$

again as found by numerical differentiation. With 1.2 times the norm the sign reverses.

**Remainder.** With the correct norm, the error is $3.52\times10^{-6}$ rad at $\varepsilon=0.02$ hartree and $0.880\times10^{-6}$ rad at $0.01$ hartree. Halving $\varepsilon$ divides it by four. The quadratic coefficient is $3.52\times10^{-6}/(0.02)^2\approx0.0088$ rad/hartree$^2$.

The phase errors, in rad, for three ratios $q=N_{ps}/N_{ae}$ at $E_0$ are:

| $E$ (hartree) | $q=0.8$ | $q=1$ | $q=1.2$ |
|---|---|---|---|
| 0.1 | 0.0340 | 0.0011 | −0.0306 |
| 0.6 | −0.0102 | 0.0001 | 0.0105 |
| 1.0 | −0.0497 | 0.0023 | 0.0562 |
| 1.5 | −0.0952 | 0.0093 | 0.1203 |

At 0.6 hartree, norm conservation reduces the error by a factor of more than 100 relative to $q=0.8$; at 1.5 hartree the factor is about 10. The advantage shrinks because a quadratic error is catching up with a linear one.

For this model and this pseudo-wave, the two coefficients also indicate how accurately the norm needs to be matched. A 1% norm error gives a slope of magnitude $2(0.4130)(0.0062)\approx0.0051$ rad/hartree. In this leading-order estimate, the linear error equals the quadratic one in size at $\varepsilon\approx0.0051/0.0088\approx0.6$ hartree above $E_0$, where the two add for an excess of norm and cancel for a deficit. Closer to $E_0$, and at positive energies below it, the norm error dominates. The crossover is not universal, because the quadratic coefficient depends on the form of the pseudo-wave and on $r_c$. Replacing $(1-x^2)^3$ by $(1-x^2)^4$ lowers the coefficient to about 0.005 rad/hartree$^2$ and moves the crossover to about 1 hartree, while $r_c=1.5$ bohr moves it to about 0.2 hartree.

## 8. What this says about transferability

In a solid, the surroundings change the energies and exterior waves with which an atom is probed. As long as the potential inside $r_c$ stays spherical and unchanged, the interior enters each channel through $L(E)$. Matching $L$ and $N$ at $E_0$ then reproduces $L(E)$ to first order in $E-E_0$, despite the missing core node. A small uniform shift of the interior potential is covered too, since it acts on $L$ like an opposite change of energy. The argument does not cover changes in the shape of the interior potential, such as those caused by charge redistribution, and it sets no fixed energy window.

The identity for $L$ also holds at negative energies, where bound valence states lie; the positive $E_0$ used here is needed to define a phase shift at the reference energy. If $u(r_c)=0$, $L$ has a pole, and the nodeless construction of section 6 needs another matching radius. The numerical check also confirms the slope formulas for $l=1$, and the identity for $L$ in the true potential for $l=2$.

## Computed values

```
Z = 5.0, a = 1.0 bohr, rc = 1.2 bohr
reference energy E0 = 0.50 hartree, k = 1.0000 1/bohr
true potential at rc = -1.2550 hartree
l=0: L = -0.68157 1/bohr, N = 0.620500 bohr, dL/dE = -1.241000, -2N = -1.241000 (a.u.)
l=1: L = -1.10436 1/bohr, N = 1.058280 bohr, dL/dE = -2.116559, -2N = -2.116559 (a.u.)
l=2: L = 1.55136 1/bohr, N = 0.241909 bohr, dL/dE = -0.483818, -2N = -0.483818 (a.u.)
l=0, E = 1.0 and 0.5 hartree: L difference = -0.702384 1/bohr
  from overlap 0.702384 bohr: -0.702384 1/bohr
l=0: f(rc)^2 = 0.412994, true phase shift mod pi = 1.431876 rad
 q=0.8: t = -1.2842, V_ps(0) = 8.1460 hartree, dL/dE = -0.99280 a.u.
   phase-error slope: numeric -0.102505, formula -0.102505 rad/hartree
 q=1.0: t = -0.4561, V_ps(0) = 2.9703 hartree, dL/dE = -1.24100 a.u.
   phase-error slope: numeric 0.000000, formula -0.000000 rad/hartree
 q=1.2: t = 0.0305, V_ps(0) = -0.0708 hartree, dL/dE = -1.48920 a.u.
   phase-error slope: numeric 0.102505, formula 0.102505 rad/hartree
l=1: f(rc)^2 = 0.357665, true phase shift mod pi = 2.565253 rad
 q=0.8: t = -0.0340, V_ps(0) = -5.3652 hartree, dL/dE = -1.69325 a.u.
   phase-error slope: numeric -0.151404, formula -0.151404 rad/hartree
 q=1.0: t = 0.4975, V_ps(0) = -10.9016 hartree, dL/dE = -2.11656 a.u.
   phase-error slope: numeric 0.000000, formula 0.000000 rad/hartree
 q=1.2: t = 0.8540, V_ps(0) = -14.6156 hartree, dL/dE = -2.53987 a.u.
   phase-error slope: numeric 0.151404, formula 0.151404 rad/hartree
l=0 nodes inside rc: true 1, pseudo (q=1) 0
l=0, q=0.8, E=1.0 hartree: sin(phase error) = -0.0496864, Wronskian -0.0496864
l=1, q=0.8, E=1.0 hartree: sin(phase error) = -0.0702555, Wronskian -0.0702555
l=0, q=0.8: error at E0+0.02 hartree = -2.050e-03 rad, at E0+0.01 = -1.025e-03 rad, order 1.000
l=0, q=1.0: error at E0+0.02 hartree = 3.522e-06 rad, at E0+0.01 = 8.796e-07 rad, order 2.002
l=0, q=1.2: error at E0+0.02 hartree = 2.060e-03 rad, at E0+0.01 = 1.028e-03 rad, order 1.004
l=0 table: E (hartree), true phase mod pi (rad), errors (rad) for q=0.8, 1.0, 1.2
 0.1  2.27669  +0.034022  +0.001107  -0.030642
 0.3  1.73755  +0.020163  +0.000337  -0.019144
 0.4  1.56894  +0.010222  +0.000086  -0.009961
 0.5  1.43188  +0.000000  +0.000000  +0.000000
 0.6  1.31632  -0.010225  +0.000089  +0.010489
 0.7  1.21639  -0.020341  +0.000358  +0.021400
 1.0  0.97848  -0.049707  +0.002276  +0.056248
 1.5  0.69882  -0.095154  +0.009302  +0.120334
```
